# Thermopower of nondegenerate thermionic emission over a planar barrier, part 2

Electrons of charge $-e$ ($e>0$) cross a planar barrier between hot ($h$) and cold ($c$) reservoirs with temperatures $T_h,T_c$ and electrochemical potentials $\mu_h,\mu_c$. The thermopower $S$ is defined at zero current and is negative here. The barrier top lies $\phi$ above the common Fermi level $\mu$ at temperature $T$; $\phi_h$ is the barrier measured from $\mu_h$. The model assumes collisionless crossing, with full transmission above the top and none below.

At the top, the kinetic energy is $\varepsilon$ and its part in the normal motion is $w$. With $f$ the Fermi function and $M(E)\propto\varepsilon$ counting the crossing states at energy $E$,

$$|S|=\frac{\langle E-\mu\rangle}{eT},\qquad \text{weight } M(E)\left(-\frac{\partial f}{\partial E}\right).$$

This follows from

$$\delta f=\left(-\frac{\partial f}{\partial E}\right)\left[\delta\mu+\frac{E-\mu}{T}\,\delta T\right].$$

For nondegenerate emission, the normal and transverse mean energies are each $k_BT$, so $\langle\varepsilon\rangle=2k_BT$ and

$$|S|=\frac{\phi}{eT}+\frac{2k_B}{e}.$$

For a finite temperature difference, the current stops when

$$\mu_c-\mu_h=\phi_h\left(1-\frac{T_c}{T_h}\right)+2k_BT_c\ln\frac{T_h}{T_c}.$$

The Peltier heat per electron is $\phi+2k_BT$. With $\Gamma_0$ the one-way particle flux per area at equilibrium, the electronic heat conductance per area at zero current is $K_e=2k_B\Gamma_0$.

Germanium has four ellipsoidal conduction valleys, with longitudinal and transverse masses $m_l=1.6\,m_0$ and $m_t=0.08\,m_0$, where $m_0$ is the free-electron mass. Their tilt and anisotropy leave the thermopower formula unchanged. With $\alpha$ the inverse mass tensor and $\mathbf n$ the barrier normal, $\alpha_{nn}=\mathbf n\cdot\alpha\mathbf n$. On a (100) surface, each valley has

$$\alpha_{nn}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right),\quad
m_{\rm em}=\sqrt{\frac{m_t^2+2m_lm_t}{3}},$$

where $m_{\rm em}$ is the mass that sets the emitted flux. Summed over the four valleys, it is $1.183\,m_0$.

"Root finding" below means solving numerically for the voltage that stops the current, using the full Fermi-Dirac fluxes.

### Lower barriers: the first Fermi correction

Let $z=e^{-\phi/k_BT}$ and $x=\varepsilon/k_BT$. The Fermi function expands as $f=ze^{-x}-z^2e^{-2x}+\dots$, so

$$-\frac{\partial f}{\partial x}=ze^{-x}-2z^2e^{-2x}+\dots$$

The two integrals needed for the mean are

$$\int_0^\infty x\left(-\frac{\partial f}{\partial x}\right)dx=z-\frac{z^2}{2}+\dots,\qquad
\int_0^\infty x^2\left(-\frac{\partial f}{\partial x}\right)dx=2z-\frac{z^2}{2}+\dots$$

Their ratio is $(2-z/2)(1+z/2)=2+z/2$ to first order in $z$. Hence

$$|S|\simeq\frac{\phi}{eT}+\frac{2k_B}{e}+\frac{k_B}{2e}e^{-\phi/k_BT}.$$

The correction is positive because $-\partial f/\partial E=f(1-f)/k_BT$, and the factor $1-f$ removes weight mainly from the lowest energies. At $\phi=3k_BT$ the leading term in $e|S|/k_B$ is $0.02489$. Root finding at this barrier gives an excess of $0.02442$ over the value 5. The difference is of second order in $z$.

### A metal on n-type germanium

Take a metal on (100) n-type germanium at 300 K, with $\phi=0.55$ eV and a donor density $N_d=3\times10^{16}$ cm$^{-3}$. The thermal energy is $25.852$ meV, so $\phi/k_BT=21.275$. The two parts of the thermopower are

$$\frac{0.55\ \text{eV}}{e\cdot300\ \text{K}}=1.8333\ \text{mV/K},\qquad \frac{2k_B}{e}=0.1723\ \text{mV/K},$$

with the sum $2.0057$ mV/K before rounding of the parts. The degeneracy correction is of order $10^{-8}$ $\mu$V/K.

The saturation current density is $J_0=e\Gamma_0=AT^2e^{-\phi/k_BT}$, with $A=e\,m_{\rm em}k_B^2/(2\pi^2\hbar^3)$ and $m_{\rm em}$ summed over valleys. The values are $A=142.2$ A cm$^{-2}$K$^{-2}$ and $J_0=142.2\times300^2\times e^{-21.275}=0.0074$ A/cm$^2$.

If the metal is at 310 K and the germanium at 300 K, with $\phi$ measured from the metal's Fermi level, the finite-difference formula gives

$$0.55\ \text{V}\times\frac{10}{310}+2(25.852\ \text{mV})\ln\frac{310}{300}=17.742+1.695=19.437\ \text{mV}.$$

Root finding gives the same value. The linear estimate, $2.0057$ mV/K times 10 K, is $20.06$ mV, or 3 percent above it. Expansion to second order explains the gap: the reduction is $(\phi/e)(\delta T/T)^2+(k_B/e)(\delta T)^2/T=0.61+0.03=0.64$ mV, close to the actual $0.62$ mV.

### The shape of the barrier

The depletion layer must be known before the neglected effects can be sized. In the neutral germanium the band edge lies $\zeta=k_BT\ln(N_c/N_d)$ above the Fermi level. The effective density of states follows from integrating the Boltzmann factor over four valleys:

$$N_c=4\cdot2\left(\frac{(m_lm_t^2)^{1/3}k_BT}{2\pi\hbar^2}\right)^{3/2}.$$

This gives $\zeta=0.151$ eV. The band therefore bends by $U_b=\phi-\zeta=0.399$ eV.

Let $x$ be the distance from the metal and $\kappa=16$ the relative permittivity. The electrostatic formulas below are in Gaussian units. For SI, write the force as $eF$ and replace every other $e^2$ by $e^2/(4\pi\varepsilon_0)$, where $\varepsilon_0$ is the vacuum permittivity. Full depletion makes the potential energy a parabola, $U=U_b(1-x/W)^2$ above the bulk band edge. Poisson's equation requires $U''=4\pi e^2N_d/\kappa=2U_b/W^2$, so

$$W=\sqrt{\frac{\kappa U_b}{2\pi e^2N_d}}=153\ \text{nm},\qquad eF=\frac{2U_b}{W},\qquad F=0.052\ \text{MV/cm}.$$

Holes need attention, because the surface is close to the valence band. A gap of $0.66$ eV and a valence density of states of $5\times10^{18}$ cm$^{-3}$, both rough, give $7.1\times10^{16}$ holes per cm$^3$ at the interface, more than the donors. They are confined to a thin layer. Integrating Poisson's equation once, with holes and the electron tail included, raises the interface field to $0.054$ MV/cm, a change of 4 percent. For this barrier the parabola is adequate for estimates. It is not for a barrier much closer to the gap: at $\phi=0.60$ eV the same inputs give $4.9\times10^{17}$ holes per cm$^3$ at the interface and a field 37 percent above the parabolic value.

### Image lowering

An electron at distance $x$ from the metal is attracted by its image. The energy added to a flat top is $-e^2/(4\kappa x)-eFx$, with the field taken as constant near the metal. Its maximum satisfies $e^2/(4\kappa x^2)=eF$. There the two terms are equal, and the top is lowered by

$$\Delta\phi=2eFx=\sqrt{\frac{e^3F}{\kappa}}=21.65\ \text{meV}.$$

If $0.55$ eV already denotes the true top, no correction is due. If it denotes the unlowered barrier, $|S|$ falls by $21.65\ \text{meV}/(e\cdot300\ \text{K})=72$ $\mu$V/K.

### Tunnelling

Electrons with normal energy a depth $d$ below the top can tunnel. Set $s=1-d/U_b$. The mass for motion along the normal at fixed parallel momentum is $m_n=1/\alpha_{nn}=0.117\,m_0$. With $y=1-x/W$, the WKB exponent is

$$\theta=\frac{2W\sqrt{2m_nU_b}}{\hbar}\int_{\sqrt s}^1\sqrt{y^2-s}\;dy .$$

The integral equals $\tfrac12\left[r-s\ln\frac{1+r}{\sqrt s}\right]$ with $r=\sqrt{1-s}$. Inserting $W$ gives

$$\theta=\frac{U_b}{E_{00}}\left[r-s\ln\frac{1+r}{\sqrt s}\right],\qquad E_{00}=e\hbar\sqrt{\frac{\pi N_d}{m_n\kappa}}=2.35\ \text{meV}.$$

In SI units, $E_{00}=\tfrac12e\hbar\sqrt{N_d/(m_n\kappa\varepsilon_0)}$. Direct integration of the exponent at $s=0.8$ agrees with this formula to within $10^{-5}$ of its value. Take a transmission $e^{-\theta}$ below the top and 1 above. Tunnelling then carries 49 percent of the current, even though $E_{00}$ is far below $k_BT$.

The reason lies near the top. The logarithm equals $\operatorname{artanh}r=r+r^3/3+\dots$, and $s=1-r^2$, so the bracket is $\tfrac23r^3$ for small $r$. With $r^2=d/U_b$,

$$\theta\simeq\frac{2\,d^{3/2}}{3E_{00}\sqrt{U_b}} .$$

This reaches 1 at $d=(1.5\,E_{00}\sqrt{U_b})^{2/3}\approx17$ meV, a depth comparable with $k_BT$. The tip of the barrier is thin enough to leak.

The thermopower is less affected. The transverse mean stays $k_BT$, and only the mean normal energy changes. Measured from the top it is

$$\langle w\rangle=\frac{(k_BT)^2-\int_0^{U_b}d\,e^{d/k_BT-\theta}\,\mathrm{d}d}{k_BT+\int_0^{U_b}e^{d/k_BT-\theta}\,\mathrm{d}d} .$$

The change of $|S|$ is $(\langle w\rangle-k_BT)/(eT)=-68$ $\mu$V/K, or 3 percent of the total. In this estimate the current is nearly double the purely thermionic value, while the thermopower changes by only a few percent. The estimate ignores reflection and the rounding of the tip by the image force, which acts over the same range of energy. Rounding makes the barrier wider just below its top and so reduces the tunnelling share. The same estimate on the rounded barrier gives a share of 30 percent and a shift of $-35$ $\mu$V/K measured from the lowered top. The image shift and the sharp-tip tunnelling shift should therefore not simply be added: counted from the unlowered barrier, the total is about $-107$ $\mu$V/K, not $-140$. The doubled current depends on taking unit transmission at and above the top. If the sharp tip is joined to a free-electron metal with a Fermi energy of 5 to 10 eV, the velocity mismatch brings the transmission at the top down to about $0.3$. The current is then $0.8$ to $1.0$ of the thermionic value, while the shift of $|S|$ stays near $-60$ $\mu$V/K. Neither the 49 percent nor the doubled current should be read as a prediction for a real contact.

### Reflection above the top

A sharp step reflects some electrons that have enough energy. If the potential beyond the step is flat and the velocity on the metal side is large, the transmission starts as $\sqrt w$. Taking this law over the whole thermal range gives the limiting case

$$\langle w\rangle=k_BT\,\frac{\int_0^\infty t^{3/2}e^{-t}dt}{\int_0^\infty t^{1/2}e^{-t}dt}=\tfrac32k_BT,$$

which raises $|S|$ by $k_B/(2e)=43$ $\mu$V/K. This has the opposite sign to the tunnelling shift. In the germanium contact the potential falls steeply beyond the top, and the transmission does not vanish there. The figure is thus a limiting case for a flat step, not a correction to be applied to this contact.

### Collisions and holes

Emission theory needs the electrons to escape from the top before they scatter back. For the sharp tip, the potential drops by $k_BT$ over $k_BT/(eF)=5.0$ nm; rounding by the image force lengthens this to about 7 nm. With a rough mobility $\mu_n=3000$ cm$^2$/Vs, the mean free path is estimated as $\ell=(\mu_nm_c/e)\sqrt{8k_BT/(\pi m_c)}$, where $m_c=3/(1/m_l+2/m_t)$ is the conductivity mass. It is 63 nm, so collisions near the top are a minor matter here. The path is shorter than the depletion layer, however, and electrons do scatter on their way through it.

Holes form a parallel current. Their equilibrium density in the neutral region is $n_i^2/N_d$, where $n_i$ is the intrinsic density, and diffusion over a length $L_p$ sets the scale $J_p=eD_pn_i^2/(L_pN_d)$. For $D_p=39$ cm$^2$/s and $L_p=0.3$ mm, both rough, $J_p/J_0=4\times10^{-4}$. Parallel currents contribute to $S$ in proportion to their conductances, so a hole thermopower of a few mV/K would shift the total by a few $\mu$V/K at most for this barrier. The ratio grows as $e^{\phi/k_BT}$ and is seven times larger at $\phi=0.60$ eV.

### Where the temperature difference really falls

The formula multiplies a temperature step between the two electron reservoirs. Holding such a step is the hard part, because the lattice conducts heat as well. From $K_e=2(k_B/e)J_0$, the electrons contribute $0.0127$ W m$^{-2}$K$^{-1}$. A rough value for the lattice conductance of a metal-germanium interface is $10^8$ W m$^{-2}$K$^{-1}$, about ten orders of magnitude more.

Suppose that $100$ W/cm$^2$ flows through the contact. The interface step of the lattice is $10^6/10^8=0.010$ K. If the electrons on each side share the local lattice temperature, the barrier voltage is $2.0057\ \text{mV/K}\times10\ \text{mK}=20$ $\mu$V. With a rough lattice conductivity of 60 W m$^{-1}$K$^{-1}$, a further $2.6$ mK falls across the depletion layer. This is a quarter of the interface step, and the isothermal-reservoir model does not say what voltage it produces.

A wafer $0.5$ mm thick drops $8.3$ K. Its own thermopower follows from the same averaging rule, since in a uniform conductor each energy responds to the gradients of $\mu$ and $T$ in the combination found for $\delta f$. The weight is now the density of states times $v^2$ times the scattering time. For acoustic-phonon scattering these vary as $\varepsilon^{1/2}$, $\varepsilon$ and $\varepsilon^{-1/2}$. The product is again linear in $\varepsilon$, so the mean is again $2k_BT$, now above the bulk band edge:

$$|S_{\rm bulk}|=\frac{\zeta}{eT}+\frac{2k_B}{e}=0.502+0.172=0.674\ \text{mV/K}.$$

Phonon drag and scattering by ionized donors are left out. Donor scattering hinders slow electrons most, so it would raise the mean energy somewhat. With the acoustic-phonon value the wafer produces $5.6$ mV, about 280 times the barrier voltage.

### The model beside a real contact

Many metals on n-type germanium have barriers of roughly $0.5$ to $0.6$ eV, because the Fermi level at the interface is pinned near the valence band. The chosen barrier, the moderate doping and the germanium constants are typical in this rough sense. The assumption that a real device breaks most strongly is that the whole temperature difference sits at the barrier. For the numbers above, the barrier accounts for $20$ $\mu$V of a voltage near $5.6$ mV, so dividing the terminal voltage by the total temperature difference would return a value close to the bulk thermopower. The value of $2.0$ mV/K belongs to the barrier step alone. Even there, the separate estimates for tunnelling, reflection and the meaning given to $\phi$ indicate an uncertainty of a few percent. The remaining figures are in the numerical output.

## Computed values

```
Temperature: 300 K
Barrier (rough): 0.55 eV
Doping: 3e+16 cm^-3
Longitudinal, transverse mass: 1.6 and 0.08 m0
Relative permittivity: 16 
Thermal energy kT: 25.852 meV
Barrier / kT: 21.275 
S barrier part: 1.8333 mV/K
S kinetic part 2k/e: 0.1723 mV/K
S total, formula: 2.0057 mV/K
S total, root finding: 2.0057 mV/K
S root, barrier shifts with dT: 2.0056 mV/K
Barrier drift: -0.2 meV/K
Richardson-plot energy: 0.6100 eV
Normal mean energy / kT: 1.00000 
Transverse mean energy / kT: 1.00000 
Tilted-valley energy / kT: 2.0000 
Peltier heat per electron: 0.6017 eV
Lorenz ratio / (k/e)^2: 2.0000 
Metal temperature, finite case: 310 K
Finite-case voltage, root: 19.437 mV
Finite-case voltage, formula: 19.437 mV
Linear estimate S(300 K)*dT: 20.057 mV
Excess of eS/k at barrier 3kT: 0.02442 
Leading Fermi term there: 0.02489 
Emission mass, four valleys: 1.183 m0
Richardson constant: 142.2 A/cm2K2
Saturation current density: 0.00737 A/cm2
Degeneracy shift of S: 2.48e-08 uV/K
Conduction edge above Fermi: 0.1506 eV
Built-in potential: 0.3994 V
Depletion width: 153.4 nm
Maximum field: 0.05206 MV/cm
Field with holes and tail: 0.05431 MV/cm
Surface hole density: 7.10e+16 cm^-3
Image lowering: 21.65 meV
S change by image lowering: -72.15 uV/K
Tunnelling mass: 0.1171 m0
Tunnelling energy E00: 2.35 meV
WKB tunnelling current share: 0.4949 
S change by tunnelling: -68.01 uV/K
S change, sharp-step limit: 43.09 uV/K
Mobility (rough): 3000 cm2/Vs
Distance for kT drop: 4.966 nm
Mean free path: 62.8 nm
Hole / electron current scale: 3.91e-04 
Electron heat conductance: 1.270e-02 W/m2K
Interface conductance (rough): 1.0e+08 W/m2K
Lattice conductivity (rough): 60 W/mK
Heat flux: 100 W/cm2
Interface temperature step: 10 mK
Barrier voltage at that step: 20.06 uV
Depletion-layer temperature drop: 2.557 mK
Wafer thickness: 0.5 mm
Wafer temperature drop: 8.333 K
Bulk Seebeck magnitude: 0.6743 mV/K
Wafer Seebeck voltage: 5.619 mV
```
